# Complex self-consistent fields, Hermitian DIIS and state tracking in magnetic fields, part 2

We follow Hartree–Fock states of a molecule with clamped nuclei through a uniform field $\mathbf B$, with $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$. Atomic units are used: the field unit is 235.05 kT and $\mu_B=\tfrac12$. Spin along $\mathbf B$ adds $|\mathbf B|M_S$ to the energy and $-2M_S\,\mu_B$ to the moment $m=-dE/dB$.

London orbitals are $\omega_\mu=e^{-i\mathbf k_\mu\cdot\mathbf r}\chi_\mu$, with real Gaussians $\chi_\mu$ at $\mathbf R_\mu$ and $\mathbf k_\mu=\mathbf A(\mathbf R_\mu)$. A pair carries $e^{i\mathbf q\cdot\mathbf r}$, $\mathbf q=\mathbf k_\mu-\mathbf k_\nu$. Overlaps are $S(\mathbf B_1,\mathbf B_2)_{\mu\nu}=\langle\omega_\mu(\mathbf B_1)|\omega_\nu(\mathbf B_2)\rangle$, written $S$ at equal fields; two-electron integrals are $(\mu\nu|\lambda\sigma)$.

For spin $\tau$, occupied coefficients $C^\tau$ give $D^\tau=C^\tau C^{\tau\dagger}$ and $F^\tau=h+J[D]-K[D^\tau]$, with $D=D^\uparrow+D^\downarrow$. Orbital rotations, to which the orbital Hessian refers, are $\delta C_i=\sum_aC_a\kappa_{ai}$ with complex $\kappa$. With $\tilde F=S^{-1/2}FS^{-1/2}$ and $P=S^{1/2}DS^{1/2}$, the residual is
$$e=S^{-1/2}(FDS-SDF)S^{-1/2}=\tilde FP-P\tilde F ,$$
also written $e=a+ib$ with real $a,b$; the half residual is $r=(1-P)\tilde FP$.

DIIS diagonalizes $\sum_ic_iF_i$ with $\sum_ic_i=1$ and $c^\dagger Gc$ minimal, $G_{ij}=\mathrm{Tr}\,e_i^\dagger e_j$. This $G$ is real; with $r$ for $e$ it may be complex. The conjugated product is $a_i\!\cdot\!a_j+b_i\!\cdot\!b_j$, the unconjugated one $a_i\!\cdot\!a_j-b_i\!\cdot\!b_j$.

The overlap with the time-reversed orbitals is $t=|\det C^TS(-\mathbf B,\mathbf B)C|$. For a real zero-field solution $t(0)=1$, and $t\le1$; a smooth function has no linear term at its maximum, so $1-t=O(B^2)$.

The derivative formula is
$$\frac{dE}{dB}=\left.\frac{\partial E}{\partial B}\right|_D-\mathrm{Tr}\,W\frac{\partial S}{\partial B},\qquad W=\sum_\tau D^\tau F^\tau D^\tau .$$
Central differences of half-width $\eta$ err by $\eta^2E'''/6+O(\eta^4)$; $[4f(\eta/2)-f(\eta)]/3$ cancels the $\eta^2$ term.

When a small tilt $d$ breaks a mirror, two crossing SCF branches split by $O(d^2)$. Nonorthogonal configuration interaction (NOCI) between their determinants restores a gap $\propto|d|$.

In the water example oxygen is at the origin, the $C_2$ axis along $z$ and the nuclei in the $yz$ plane, whose mirror is $\sigma_{yz}$. For symmetry-respecting iterates, the imaginary part of a scalar invariant vanishes when any component of $\mathbf B$ does.

## Tracking by overlap

Given occupied orbitals at $\mathbf B_1$, form $\Omega=C_{\rm occ}(\mathbf B_1)^\dagger S(\mathbf B_1,\mathbf B_2)\,C(\mathbf B_2)$ over all orbitals $j$ at $\mathbf B_2$ and occupy those of largest $p_j=\sum_i|\Omega_{ij}|^2$, a maximum-overlap rule with a fixed reference. A unitary mixing $Q$ of the reference gives $(\Omega^\dagger Q^\dagger Q\Omega)_{jj}=p_j$. The signed sum $|\sum_i\Omega_{ij}|$ is not invariant and depends on the phases returned by the eigensolver.

The monitor is $y=\prod_\tau|\det\Omega^\tau_{\rm occ}|$. By the argument used for $t$, a smooth branch has $1-y=\gamma\,\Delta B^2$ to leading order, so halving a step quarters the loss. A loss that does not shrink under repeated halving marks a jump or the end of the branch. Moving the origin from $\mathbf 0$ to $\mathbf O$ multiplies every $\omega(\mathbf B)$ by $e^{\frac i2(\mathbf B\times\mathbf O)\cdot\mathbf r}$. This cancels at equal fields but leaves $e^{\frac i2(\Delta\mathbf B\times\mathbf O)\cdot\mathbf r}$ in the mixed overlap, a momentum kick growing with the part of $\mathbf O$ perpendicular to $\Delta\mathbf B$, so the origin is kept inside the molecule. The procedure for one step is:

1. Build the integrals at $\mathbf B_2$ and $S(\mathbf B_1,\mathbf B_2)$.
2. Project the guess, $C_g=S^{-1}S(\mathbf B_2,\mathbf B_1)C_{\rm occ}$, and set $D=C_g(C_g^\dagger SC_g)^{-1}C_g^\dagger$, which is idempotent in the metric $S$.
3. Iterate: build $F$ and $e$, extrapolate with real coefficients, diagonalize, occupy by $p_j$.
4. If the loop fails or $y<0.9$, bisect the step; report a branch end after a fixed depth.
5. Where an energy difference of tracked states changes sign, find the root by the secant method, continuing from the nearer grid point.

A high $y$ does not prove continuity, so symmetry counts are checked as well where they exist. Neither test concerns stability: a tracked solution can turn from a minimum into a saddle point with $y$ high and the counts unchanged, and only the orbital Hessian shows it.

## Worked example: water

The level is Hartree–Fock with London 6-31G functions (13 in all), at a fixed near-equilibrium geometry, 0.96 Å and 104.5°, with $\mathbf O$ at oxygen. The basis is small, the geometry is not relaxed and states with $M_S\le-2$ are not computed, so the orderings refer to three tracked stationary solutions in this model, which need not be minima; the digits shown serve the numerical analysis and are not converged in the basis: with aug-cc-pVDZ the two zero-field triplet energies quoted below drop from 6.98 to 5.99 eV and from 9.20 to 8.38 eV, so the crossing fields, given here for 6-31G only, belong to this basis and not to real water. The numerical check is the output printed after the text. The field-induced changes of the overlap, kinetic and nuclear-attraction integrals, and of the two-electron integrals contracted with a density on oxygen (second pair with $\mathbf q=0$), agree with grid quadrature to $7.6\times10^{-9}$ atomic units; two-electron integrals with phases on both pairs are not compared with quadrature.

At 70 kT along $(1,1,1)$ the restricted singlet lies 3.29737 eV above its zero-field energy after 14 DIIS iterations, equal to direct minimization over complex $\kappa$; plain Roothaan iteration still has an error norm of $1.9\times10^{-3}$ eV. Real rotations of the zero-field orbitals, carried over in the Löwdin basis, stop 0.2375 eV higher, which is $0.2375/3.297=7\%$ of the field-induced energy, a figure tied to that frame. For the first iterate $\|a\|^2+\|b\|^2=8.3871$ and $\|a\|^2-\|b\|^2=-1.4179$ eV², so $\|a\|^2=(8.3871-1.4179)/2=3.485$ and $\|b\|^2=4.903$ eV²: the unconjugated "norm" is negative here. Its value, and even its sign, depends on the constant phases of the basis functions, while the conjugated norm does not. Over four plain iterates the imaginary part of the Gram matrix, relative to $\sqrt{G_{ii}G_{jj}}$, is $1.8\times10^{-14}$ for $e$, $3.0\times10^{-3}$ for $r$, and $1.9\times10^{-14}$ for $r$ with the field along $(1,0,1)$. The half residual gives $|\mathrm{Im}\,c|$ up to $8.0\times10^{-3}$ and $\|F-F^\dagger\|=4.0\times10^{-3}$ eV. The solution at $-\mathbf B$ is tested to have the same energy and the conjugate density. The spin pair is split by $70/235.05=0.298$ atomic units, 8.10 eV, and $t=0.975$.

Now let $\mathbf B$ be normal to the plane, leaving the mirror $\sigma_{yz}$. Three states are tracked on a 10 kT grid: the singlet and two $M_S=-1$ states with an electron in $4a_1$ at zero field, $^3A''$ (hole in $1b_1$, 6.98 eV) and $^3A'$ (hole in $3a_1$, 9.20 eV). For the singlet $1-t$ is $6.484\times10^{-4}$ at 10 kT and $2.608\times10^{-3}$ at 20 kT, ratio 4.02. For $^3A'$ the loss is $1.196\times10^{-4}$ over 1 kT and $4.779\times10^{-4}$ over 2 kT, ratio 4.00; it predicts $y=1-0.012=0.988$ over 10 kT, as found (0.9884), and, extrapolated, suggests a first step of about $\sqrt{0.1/1.196\times10^{-4}}=29$ kT; the overlap over that step is 0.917 (not among the printed tests), so the estimate is slightly cautious.

That estimate fails later. From 50 to 60 kT the overlaps drop to 0.868 and 0.840, and both triplets need one bisection. The loss lies in the majority spin (0.868 and 0.841, against 0.9997 and 0.9989). The excited electron passes an avoided crossing among $a'$ orbitals (figures not among the printed tests): in the field of the remaining nine electrons its spacing to the next $a'$ level falls from 2.4–2.6 eV at zero field to 0.7–0.9 eV at 50–60 kT and widens again by 70 kT, while the part of the orbital odd under $y\to-y$ grows from 0 to about 0.75. The $a''$ counts stay fixed, and at 70 kT the tracked energies match solutions with occupation fixed by symmetry. Moving the origin 10 Å along $y$, perpendicular to the field, lowers the singlet overlap for this step from 0.9993 to 0.7253, a false alarm.

The difference $E(^3A')-E(^3A'')$ is $4.0356-3.3899=0.6457$ eV at 50 kT and $2.9877-2.9956=-0.0079$ eV at 60 kT. Interpolation gives $50+10\times0.6457/0.6536=59.88$ kT, which matches the secant root (0.2548 atomic units) because that root lies only 0.12 kT from a grid point. There the occupied–virtual gaps of the minority spin, which carries the hole, are 16.7 eV in both states, and the majority gaps are 7.7 and 7.9 eV. Positive gaps do not imply stability (figures not among the printed tests): at this field the orbital Hessian, taken with respect to the real and imaginary parts of $\kappa$, has one negative eigenvalue in each state, $-0.54$ eV for $^3A''$ and $-0.18$ eV for $^3A'$, along a mode other than the hole rotation. The crossing is therefore one of two saddle points. The $^3A'$ solution is a saddle point already at zero field (lowest eigenvalue $-4.4$ eV) and becomes a minimum at fixed $M_S$ only between this field and 62.9 kT, where the lowest eigenvalue is $+0.07$ eV. For $^3A''$ the instability sets in just below 50 kT as a mirror-preserving rotation of the majority spin that makes the two hydrogens unequal. The corresponding occupied $a'$ and $a''$ orbitals of the singlet cross earlier, at 51.68 kT, without affecting its density.

For the singlet, $E(^3A')-E_S$ is $2.9877-2.4199=0.5678$ eV at 60 kT and $1.8375-3.2526=-1.4151$ eV at 70 kT. Interpolation gives $60+10\times0.5678/1.9829=62.86$ kT and the secant 62.91 kT (0.2676 atomic units), with the tracked $^3A''$ 0.193 eV higher (near this field a solution with the same $a''$ counts and unequal hydrogens lies about 0.02 eV below it, still above $^3A'$ and the singlet). The moment jumps from $-1.402$ to $2.004\,\mu_B$, by $3.41\,\mu_B$; after the spin part $2\mu_B$, the orbital parts are $0.004\,\mu_B$ for $^3A'$ and $0.943-2=-1.057\,\mu_B$ for $^3A''$. The derivative formula, with both sides differenced, deviates for $^3A''$ by $-6.12\times10^{-5}$ and $-1.53\times10^{-5}\,\mu_B$ at $\eta=10^{-3}$ atomic units and $\eta/2$, ratio 4.0, and by at most $4.2\times10^{-8}\,\mu_B$ after extrapolation.

Tilting the field toward $y$ opens the singlet orbital gap to 0.0920 eV at 1° and 0.1839 eV at 2°, ratio 2.00. At the triplet crossing, tilts of 0.1° and 0.2° leave two SCF branches split by $4\times10^{-6}$ and $1.7\times10^{-5}$ eV, consistent with $d^2$ (a scaling the program does not assert; the smaller split is comparable to the root tolerance of $10^{-7}$ hartree, $2.7\times10^{-6}$ eV), while the NOCI gaps are 0.01178 and 0.02355 eV, ratio 2.00. The overlap of the branches is large for so small a tilt, 0.074 and 0.149, or $0.0742/0.1=0.74$ per degree. This fits a soft hole rotation (figures not among the printed tests): at zero tilt the Hessian eigenvalues along the rotation of one hole into the other are only 0.22–0.28 eV. The overlap reaches 0.52 at 0.7° and 0.91 at 1.2°, and at 1.5° both continuations give one solution, so the two-branch picture is confined to tilts of about a degree.

## Calculated quantities

```
r(OH) = 0.96 angstrom, angle = 104.5 deg, 13 AOs; 1 a.u. of field = 235.05 kT
max deviation of field-induced integral changes from quadrature = 7.6e-09 (a.u.)
70 kT along (1,1,1): max |(mn|ls)-(nm|ls)| = 4.5948 eV, max |Im S| = 0.1726
zero-field singlet E0 = -2067.6283 eV
singlet E-E0 = 3.29737 eV, DIIS iterations = 14
direct minimum E-E0 = 3.29737 eV; penalty of real rotations only = 0.2375 eV
commutator norm with transposed D in J, K = 2.7409 eV
plain Roothaan error norm after the same iterations = 1.93e-03 eV
DIIS coefficients, 4 iterates: 0.13017 -0.59315 -0.33972 1.80270
Gram diagonal 1: conjugated 8.3871, unconjugated -1.4179 eV^2
lowest eigenvalue of unconjugated Gram = -2.5257 eV^2
rel. Im Gram: full 1.8e-14, half 3.04e-03, half with B along (1,0,1) 1.9e-14
half residual: max |Im c| = 8.01e-03, |F-F^+| = 3.97e-03 eV
max |Im D| = 0.0362; |<reversed|det>| per spin = 0.97541; spin split = 8.1037 eV
1-overlap from 0 kT: to 1 kT 3.237e-06 2.539e-05 1.196e-04 ; to 2 kT 1.295e-05 1.016e-04 4.779e-04
B/kT; E-E0/eV singlet 3A'' 3A'; a'-a'' gap/eV; overlaps over 10 kT; substeps
   0   0.0000   6.9831   9.2033  -1.6057
  10   0.0691   5.9176   8.0599  -1.5278 0.9997 0.9974 0.9884 1/1/1
  20   0.2758   5.0350   6.9560  -1.3076 0.9997 0.9972 0.9898 1/1/1
  30   0.6185   4.3299   5.9149  -0.9753 0.9996 0.9964 0.9908 1/1/1
  40   1.0938   3.7912   4.9515  -0.5607 0.9996 0.9938 0.9872 1/1/1
  50   1.6968   3.3899   4.0356  -0.0849 0.9995 0.9791 0.9496 1/1/1
  60   2.4199   2.9956   2.9877   0.4396 0.9993 0.8677 0.8397 1/2/2
  70   3.2526   2.4426   1.8375   1.0073 0.9990 0.9044 0.9601 1/1/1
lowest accepted substep overlap = 0.9044
3A'' 50->60 kT overlap by spin: majority 0.8680, minority 0.9997
3A' 50->60 kT overlap by spin: majority 0.8406, minority 0.9989
1-|<reversed|det>|: 10 kT 6.484e-04, 20 kT 2.608e-03, ratio 4.023
singlet overlap 50->60 kT: origin at O 0.9993, origin 10 angstrom away 0.7253
singlet/3A' crossing: B = 62.910 kT = 0.26764 a.u., E-E0 = 2.6515 eV
other triplet lies 0.1930 eV higher
slope deviation/Bohr magneton (3A''): wide -6.12e-05, narrow -1.53e-05; extrapolated max 4.2e-08
moments there (Bohr magnetons): singlet -1.4018, 3A'' 0.9430, 3A' 2.0044
3A''/3A' crossing: B = 59.879 kT = 0.25475 a.u., E-E0 = 3.0015 eV
occupied-virtual gaps there (eV, down/up): 3A'' 7.668/16.726, 3A' 7.905/16.689
tilt 0.1 deg: SCF split 4.09e-06 eV, |overlap| 0.0742, NOCI gap 0.01178 eV
tilt 0.2 deg: SCF split 1.65e-05 eV, |overlap| 0.1485, NOCI gap 0.02355 eV
occupied a'/a'' orbital crossing in singlet: B = 51.678 kT
orbital gap at tilt 1 deg 0.09197 eV, 2 deg 0.18392 eV, ratio 1.9998
```
